\section*{Transmission Cross Coefficients as the Common Area of Three Discs}

\section{Two diffraction orders and one source}

A grating sends two diffraction orders, $+1$ and $-1$, towards a lens. The grating is lit by an extended source whose points radiate independently. The two orders can interfere in the image for those source points that send both of them through the pupil. What fraction of the source does this?

Measure transverse spatial frequencies in units of $\mathrm{NA}/\lambda$, where $\mathrm{NA}$ is the numerical aperture on the image side and $\lambda$ the wavelength. The pupil is then a disc of radius $1$. Let the source be a uniform disc of radius $\sigma<1$. A source point $\mathbf s=(x,y)$ shifts the whole diffraction pattern by $\mathbf s$, so orders at $\pm(q,0)$ arrive in the pupil plane at $\mathbf s\pm(q,0)$. Both pass if
\begin{equation}
(x+q)^2+y^2\le 1,\qquad (x-q)^2+y^2\le 1 .
\end{equation}
These are two unit discs centred at $(-q,0)$ and $(q,0)$. The wanted fraction is the area $A$ common to them and to the source disc, divided by $\pi\sigma^2$.

Take $\sigma=0.5$ and $q=0.822072$. The source circle meets the circle centred at $(-q,0)$ where $x^2+y^2=\sigma^2$ and $(x+q)^2+y^2=1$. Expanding the second equation and inserting the first gives $\sigma^2+2qx+q^2=1$, so
\begin{equation}
x_0=\frac{1-\sigma^2-q^2}{2q}=\frac{1-0.25-0.675802}{1.644144}=0.04513,
\qquad y_0=\sqrt{\sigma^2-x_0^2}=0.49796 .
\label{eq:x0}
\end{equation}
By reflection, the other pupil circle meets the source at $(-x_0,\pm y_0)$. The common region is therefore a narrow upright shape with four sides: a short piece of the source circle at the top, another at the bottom, and one pupil arc on each side.

Seen from the origin, the right end of the top arc lies at the angle $\phi=\arccos(x_0/\sigma)=84.82^\circ$, and the left end at $180^\circ-\phi=95.18^\circ$. Seen from $(-q,0)$, the right-hand side runs from $-\beta$ to $\beta$ with $\sin\beta=y_0$, so $\beta=29.865^\circ=0.52124$ rad.

Join the origin to the four corners. This cuts the region into four pieces, one per arc. The top piece is a circular sector of angle $\pi-2\phi=0.18076$ rad and area
\begin{equation}
\tfrac12\sigma^2(\pi-2\phi)=\tfrac12(0.25)(0.18076)=0.02260 .
\end{equation}
The right piece is the pupil sector of area $\beta$, seen from $(-q,0)$, minus the two triangles between that centre, the origin and the corners. Each triangle has base $q$ and height $\sin\beta$, so together they have area $q\sin\beta$:
\begin{equation}
\beta-q\sin\beta=0.52124-(0.82207)(0.49796)=0.11189 .
\end{equation}
The bottom and left pieces are mirror images. Hence
\begin{equation}
A=\sigma^2(\pi-2\phi)+2(\beta-q\sin\beta)=0.26896,
\qquad \frac{A}{\pi\sigma^2}=\frac{0.26896}{0.78540}=0.3425 .
\label{eq:four}
\end{equation}
About a third of the source makes these two orders interfere.

The shape changes with $q$, and the changes show what a general method must handle.
\begin{itemize}
\item For $q\le 1-\sigma$, both pupil discs contain the source and $A=\pi\sigma^2$. Equation (\ref{eq:four}) joins on: at $q=1-\sigma$, (\ref{eq:x0}) gives $x_0=\sigma$, so $\phi=\beta=0$.
\item For $1-\sigma<q<\sqrt{1-\sigma^2}$, $x_0$ is positive and the four-sided result holds.
\item For $\sqrt{1-\sigma^2}\le q<1$, the lens shared by the two pupil discs lies wholly inside the source. Its corners are at $(0,\pm\sqrt{1-q^2})$, so $\cos\beta=q$ and $A=2\arccos q-2q\sqrt{1-q^2}$, which no longer depends on $\sigma$.
\item For $q\ge1$, the pupil discs share no area and $A=0$.
\end{itemize}

\section{Why the image needs these areas}

Let a mask of period $p$ in both directions have the transmission $t(\mathbf x)=\sum_{\mathbf m}a_{\mathbf m}e^{2\pi i\mathbf m\cdot\mathbf x/p}$, with $\mathbf m$ a pair of integers and lengths referred to the image side. Assume a thin mask, whose amplitudes $a_{\mathbf m}$ do not depend on the direction of illumination, and a scalar field. In normalized units order $\mathbf m$ has the frequency
\begin{equation}
\mathbf f_{\mathbf m}=\frac{\lambda}{\mathrm{NA}\,p}\,\mathbf m .
\end{equation}
Let $P(\mathbf u)=1$ for $|\mathbf u|\le1$ and $0$ otherwise: the pupil is in focus, free of aberration and without amplitude weighting. Source point $\mathbf s$ produces the image field
\begin{equation}
E_{\mathbf s}(\mathbf x)=e^{2\pi i(\mathrm{NA}/\lambda)\mathbf s\cdot\mathbf x}
\sum_{\mathbf m}a_{\mathbf m}P(\mathbf s+\mathbf f_{\mathbf m})e^{2\pi i\mathbf m\cdot\mathbf x/p}.
\end{equation}
The prefactor has modulus one and drops out of $|E_{\mathbf s}|^2$. Different source points are mutually incoherent, so their intensities are averaged. Writing the squared modulus as a double sum and moving the average inside gives
\begin{align}
I(\mathbf x)&=\sum_{\mathbf m,\mathbf n}T(\mathbf f_{\mathbf m},\mathbf f_{\mathbf n})\,
a_{\mathbf m}a_{\mathbf n}^*\,e^{2\pi i(\mathbf m-\mathbf n)\cdot\mathbf x/p},\label{eq:image}\\
T(\mathbf f,\mathbf g)&=\frac{1}{\pi\sigma^2}\int_{|\mathbf s|\le\sigma}
P(\mathbf s+\mathbf f)P^*(\mathbf s+\mathbf g)\,d^2s .\label{eq:tcc}
\end{align}
$T$ is the transmission cross coefficient. Its integrand is $1$ where $|\mathbf s+\mathbf f|\le1$ and $|\mathbf s+\mathbf g|\le1$, and $0$ elsewhere. With $D(\mathbf c,r)$ the disc of centre $\mathbf c$ and radius $r$,
\begin{equation}
T(\mathbf f,\mathbf g)=\frac{1}{\pi\sigma^2}\,
\mathrm{area}\bigl[D(\mathbf 0,\sigma)\cap D(-\mathbf f,1)\cap D(-\mathbf g,1)\bigr].
\label{eq:area}
\end{equation}
The minus signs come from solving for the source point. For $\sigma\le1$ the normalization gives $T(\mathbf 0,\mathbf 0)=1$, so a clear mask has unit intensity. For $\sigma>1$ part of the source misses the pupil and $T(\mathbf 0,\mathbf 0)=1/\sigma^2$; the area method is unchanged.

Defocus or aberration would put a phase factor into (\ref{eq:tcc}). The integration region would stay the same, but the integral would in general no longer be its area. Only for $\mathbf f=\mathbf g$ do the two phases always cancel.

\section{One circle seen from another disc}

Consider circles $i$ and $j$ with radii $r_i,r_j$ and centre distance $d>0$. Let $\varphi_{ij}$ be the direction from centre $i$ to centre $j$. A point at angle $\theta$ on circle $i$ has, by the cosine rule, the squared distance $r_i^2+d^2-2r_id\cos(\theta-\varphi_{ij})$ from centre $j$. It lies in disc $j$ if this is at most $r_j^2$, that is, if
\begin{equation}
\cos(\theta-\varphi_{ij})\ge\frac{a}{r_i},\qquad a=\frac{d^2+r_i^2-r_j^2}{2d}.
\label{eq:window}
\end{equation}
There are three possibilities.
\begin{itemize}
\item $a\le-r_i$ means $(d+r_i)^2\le r_j^2$, or $d\le r_j-r_i$. All of circle $i$ lies in disc $j$.
\item $a\ge r_i$ means $(d-r_i)^2\ge r_j^2$. Either $d\ge r_i+r_j$, and the discs share no area, or $d\le r_i-r_j$, and disc $j$ lies inside disc $i$. In both cases circle $i$ has no arc of positive length in disc $j$.
\item Otherwise the part of circle $i$ in disc $j$ is a window $|\theta-\varphi_{ij}|\le w$ with $\cos w=a/r_i$.
\end{itemize}
For concentric circles, $d=0$, the same comparisons of $d$ with the radii apply directly.

Near tangency $a/r_i$ is close to $\pm1$, where the arccosine magnifies rounding errors. It is better to compute half the common chord, $h=\sqrt{r_i^2-a^2}$, from a product. Using $u^2-v^2=(u-v)(u+v)$ twice,
\begin{align}
4d^2h^2&=(2dr_i)^2-(d^2+r_i^2-r_j^2)^2\nonumber\\
&=\bigl[r_j^2-(d-r_i)^2\bigr]\bigl[(d+r_i)^2-r_j^2\bigr]\nonumber\\
&=(r_i+r_j-d)(r_j-r_i+d)(d+r_i-r_j)(d+r_i+r_j),
\end{align}
and then $w=\mathrm{atan2}(h,a)$. The product is symmetric in $i$ and $j$, so both circles place their crossing points on the same chord. In floating-point arithmetic this holds only if $r_i-r_j$ and $r_i+r_j$ are formed first and then combined with $d$. If $d+r_i-r_j$ is evaluated from left to right, the two circles round differently near inner tangency, and the area error can reach the order of $10^{-9}$, as it does with the arccosine. The grouped form is used in what follows. This was tested against 50-digit arithmetic for a source of radius $0.37$ and a pupil disc at distances from $10^{-1}$ down to $10^{-15}$ from outer and inner tangency. The largest absolute error in the area was $1.0\times10^{-16}$. Very close to outer tangency the area itself is smaller than this, so it then has no correct digits.

\section{Which arcs form the boundary}

First delete repeated discs. They occur when $\mathbf f=\mathbf g$, or when $\sigma=1$ and one frequency is zero. A repeated disc does not change the common region $K$, but its circle would be counted twice.

For distinct discs, the boundary arcs are the pieces of each circle that lie in all the other discs, and $K$ has zero area if there is no such piece of positive length. The proof has two halves.

Suppose a piece of circle $i$ with positive length lies in all the other discs. Two distinct circles meet in at most two points, so some point of the piece lies on no other circle. It is strictly inside the other discs, and so is a small neighbourhood of it. The part of that neighbourhood inside disc $i$ belongs to $K$, so $K$ has positive area.

Conversely, suppose $K$ has positive area. As an intersection of discs it is convex, and its boundary is one closed curve. A boundary point must lie on some circle, since otherwise a whole neighbourhood would belong to $K$. A point of $K$ on circle $i$ is also a boundary point, because points just outside disc $i$ are not in $K$. The boundary thus consists of the stated pieces, joined at crossings.

It is therefore not enough to check the discs in pairs. Take $\sigma=0.5$ and pupil discs centred at $(1,0.9)$ and $(1,-0.9)$. The pairs share areas of $0.0646$, $0.0646$ and $0.1175$. The lens common to the pupil discs, however, begins at $x=1-\sqrt{1-0.81}=0.564$, beyond the source edge at $x=0.5$. No arc survives, and the coefficient is zero.

How many arcs can there be? Let $\sigma\le1$. On a pupil circle, the window of the source has $\cos w=(d^2+1-\sigma^2)/(2d)\ge0$, and that of the other pupil has $\cos w=d/2>0$. The half-widths are at most $\pi/2$ and less than $\pi/2$, so the two windows together are shorter than the full circle. Two windows can overlap in two separate pieces only if they jointly cover the circle, so each pupil contributes at most one arc. The source contributes at most two, which makes four at most.

\section{The area of an arc's share}

Green's theorem gives $A=\frac12\oint(x\,dy-y\,dx)$ for an anticlockwise boundary. Since $K$ lies inside every disc, anticlockwise travel on each circle is also anticlockwise travel around $K$. On a circle with centre $(c_x,c_y)$ and radius $r$, put $x=c_x+r\cos\theta$ and $y=c_y+r\sin\theta$. Then
\begin{align}
x\,dy-y\,dx&=\bigl[(c_x+r\cos\theta)\,r\cos\theta+(c_y+r\sin\theta)\,r\sin\theta\bigr]d\theta\nonumber\\
&=\bigl[r^2+r c_x\cos\theta+r c_y\sin\theta\bigr]d\theta .
\end{align}
Integrating from $\theta_1$ to $\theta_2$ and halving,
\begin{equation}
A_{\rm arc}=\tfrac12\bigl[r^2(\theta_2-\theta_1)+r c_x(\sin\theta_2-\sin\theta_1)
-r c_y(\cos\theta_2-\cos\theta_1)\bigr].
\label{eq:arc}
\end{equation}
A full circle gives $\pi r^2$. The right side of the first example has $r=1$, $c_x=-q$, $c_y=0$ and $\theta_{1,2}=\mp\beta$, which returns $\beta-q\sin\beta$.

The complete method for one coefficient is:
\begin{enumerate}
\item List the discs $D(\mathbf0,\sigma)$, $D(-\mathbf f,1)$, $D(-\mathbf g,1)$ and delete repetitions.
\item If any pair has $d\ge r_i+r_j$, return zero.
\item For each circle, find its windows from the other discs. Skip the circle if it encloses another disc; a disc that contains the circle imposes no window.
\item If no window restricts the circle, keep all of it. Otherwise cut it at all window ends, and keep each piece whose midpoint lies in every window. The midpoint suffices because membership changes only at the cuts.
\item Add (\ref{eq:arc}) over the kept arcs and divide by $\pi\sigma^2$.
\end{enumerate}
The result is a closed form evaluated in floating-point arithmetic, without a source grid. For 1000 random triples, 800 with $\sigma$ between $0.1$ and $1$ and 200 with $\sigma$ between $1$ and $1.6$, the areas agreed with numerical integration of the common chord length to $2.1\times10^{-9}$. The first group contained every arc count from zero to four.

\section{A case without mirror-image pupils}

Keep $\sigma=0.5$ and $q=0.822072$, but take $\mathbf f=(q,0)$ and $\mathbf g=(0,q)$. The pupil centres are $(-q,0)$ and $(0,-q)$.

On the source circle, (\ref{eq:window}) gives $a=(q^2+\sigma^2-1)/(2q)=-0.04513$, hence $w=95.18^\circ$ for both pupils. The windows are centred on $180^\circ$ and $270^\circ$ and overlap from $174.82^\circ$ to $275.18^\circ$. This arc of $1.75156$ rad contributes $\frac12(0.25)(1.75156)=0.21894$.

On the circle centred at $(-q,0)$, the source window runs from $-29.865^\circ$ to $29.865^\circ$. The other pupil lies in the direction $-45^\circ$ at distance $\sqrt2\,q=1.16259$, so its half-width is $\arccos(1.16259/2)=54.458^\circ$ and its window runs from $-99.458^\circ$ to $9.458^\circ$. The overlap, from $-29.865^\circ$ to $9.458^\circ$, spans $0.68633$ rad and contributes
\begin{equation}
\tfrac12\bigl[0.68633-0.82207\,(0.16433+0.49796)\bigr]=0.07094 .
\end{equation}
The other pupil gives the same by reflection in the line $y=x$. The total is $0.21894+2(0.07094)=0.36082$, and $T=0.36082/0.78540=0.4594$.

\section{Limits and structure}

If $|\mathbf f|\ge1+\sigma$, the source and one pupil disc share no area, so $T(\mathbf f,\mathbf g)=0$ for every $\mathbf g$. This makes the sum (\ref{eq:image}) finite for a periodic mask.

For a very small source, $T$ tends to $P(\mathbf f)P(\mathbf g)$ if neither frequency lies on the pupil edge: the source is then wholly accepted or wholly rejected. On the edge, take $\mathbf f=(1,0)$ and $\mathbf g=\mathbf 0$. The pupil boundary passes through the source centre as $x=-1+\sqrt{1-y^2}\simeq-y^2/2$. Compared with a straight cut, it removes the area $\int_{-\sigma}^{\sigma}\frac12y^2\,dy=\sigma^3/3$, so
\begin{equation}
T\simeq\frac12-\frac{\sigma}{3\pi}.
\end{equation}
For $\sigma=0.001$ this is $0.499894$, equal to the value from the arcs. A small source also has a numerical cost: an area error near $10^{-16}$ becomes an error of about $10^{-16}/(\pi\sigma^2)$ in $T$, or $3\times10^{-11}$ here.

The matrix $T_{\mathbf m\mathbf n}=T(\mathbf f_{\mathbf m},\mathbf f_{\mathbf n})$ is real and symmetric, and for any numbers $v_{\mathbf m}$
\begin{equation}
\sum_{\mathbf m,\mathbf n}v_{\mathbf m}^*T_{\mathbf m\mathbf n}v_{\mathbf n}
=\frac1{\pi\sigma^2}\int_{|\mathbf s|\le\sigma}\Bigl|\sum_{\mathbf n}v_{\mathbf n}P(\mathbf s+\mathbf f_{\mathbf n})\Bigr|^2d^2s\ge0 .
\end{equation}
It has no negative eigenvalues, as required for an intensity that cannot be negative.

\section{Contact holes in an i-line stepper}

Consider square holes of width $370$ nm on a square lattice of period $740$ nm, with $\lambda=365$ nm, $\mathrm{NA}=0.60$ and $\sigma=0.5$. The order spacing is $365/(0.60\times740)=0.822072$, the value of $q$ used above. Order $(2,0)$ lies at $1.644$, beyond $1+\sigma=1.5$, so nine orders remain. Their coefficients include containment ($T=1$ for the zero order with itself), a lens ($0.6712$ for $(1,0)$ with $(0,0)$), the three- and four-arc cases worked above, and an empty case, $(1,1)$ with $(-1,-1)$.

For holes half a period wide, integrating the transmission over one period gives $a_{00}=\frac14$, $a_{10}=\frac1{2\pi}=0.15915$ and $a_{11}=\frac1{\pi^2}=0.10132$. At the hole centre all phases in (\ref{eq:image}) equal one. The zero order alone gives $a_{00}^2=0.0625$. Its interference with the four orders of type $(1,0)$, each pair counted in both sequences, gives $8(0.67123)(0.25)(0.15915)=0.2137$; with the four of type $(1,1)$ it gives $8(0.25646)(0.25)(0.10132)=0.0520$. The full sum is $0.622$ of the clear-field intensity, so the remaining $0.294$ comes from the eight diffracted orders among themselves.

The intensity is $0.034$ midway between neighbouring holes and $0.026$ midway along the diagonal. Neither is the minimum: on the straight line from a midpoint between neighbours to the nearest diagonal midpoint, the intensity dips to about $0.011$. Along the line through neighbouring hole centres, the image of one hole is $339$ nm wide at half its peak. A direct sum over source points, with orders up to $\pm2$ in each direction, reproduced the intensities at the hole centre and at the two kinds of midpoint to $6\times10^{-6}$ of the clear field.

These parameters are rough typical values for a mercury i-line stepper. The real process departs from the model in several ways, estimated here one at a time with the other settings fixed. At the hole centre, $300$ nm of defocus changes the intensity by $-0.055$, or $-9\%$ of the peak. A mask-edge bias that narrows the hole by $9.1$ nm per edge at the wafer, standing for $0.1\lambda$ at a mask with fourfold reduction, gives $-0.072$, or $-12\%$. Spherical aberration of $0.03$ wave rms, a wavelength increase of $3$ nm (counted only through the changed order spacing, without any chromatic change of focus in the lens), and a resist blur of $30$ nm rms give $-3\%$, $-3\%$ and $-4\%$. All these strengths are assumed. For unpolarized light in air, the vector character of the field alone lowers the peak by about $8\%$, while the amplitude weighting that conserves energy in a lens with fourfold reduction alone raises it by about $7\%$. Together they lower the peak by $2\%$, but raise the intensity midway between neighbours by $0.010$, which is $30\%$ of its small scalar value. Reflections in the resist and a rigorous thick-mask field are not included. The coefficients may be accurate to many digits, but a focus or mask-edge error of the size assumed here moves the predicted peak by about ten per cent, and the defocus and the narrower hole together lower it by $19\%$. The numerical output lists the changes taken one at a time, with the vector field and the amplitude weighting combined.

\section*{Table of computed values}
\begin{verbatim}
wavelength = 365 nm, NA = 0.60, sigma = 0.50
pitch = 740 nm, hole width = 370 nm
order spacing = 0.822072 NA/wavelength
orders that can reach the image = 9
source disc area = 0.785398 (NA/wavelength)^2
TCC for pairs of orders (dimensionless), with arc count:
  (0, 0),(0, 0): TCC = 1.000000, arcs 1
  (1, 0),(0, 0): TCC = 0.671226, arcs 2
  (1, 0),(1, 0): TCC = 0.671226, arcs 2
  (1, 0),(0, 1): TCC = 0.459408, arcs 3
  (1, 0),(-1, 0): TCC = 0.342452, arcs 4
  (1, 1),(0, 0): TCC = 0.256464, arcs 2
  (1, 1),(-1, -1): TCC = 0.000000, arcs 0
  (2, 0),(0, 0): TCC = 0.000000, arcs 0
Arcs for (1,0),(-1,0): angles in degrees, area in (NA/wavelength)^2
  source: 84.8216 to 95.1784, term 0.022595
  source: 264.8216 to 275.1784, term 0.022595
  pupil at -f: 330.1349 to 389.8651, term 0.111886
  pupil at -g: 150.1349 to 209.8651, term 0.111886
  sum of arc terms = 0.268961 (NA/wavelength)^2
  chord quadrature = 0.268961 (NA/wavelength)^2
Intensity / clear field: from TCC, from source-point sum
  hole centre: 0.62212, 0.62211
  midway along side: 0.03414, 0.03414
  midway along diagonal: 0.02643, 0.02642
largest image difference = 5.7e-06 of clear field
image width at half peak = 338.6 nm
TCC matrix: trace = 4.71076, largest eigenvalue = 3.13354
smallest TCC eigenvalue = 0.02446
Random triples with sigma <= 1, number by arc count:
  0 arcs: 188, 1 arcs: 86, 2 arcs: 327, 3 arcs: 180, 4 arcs: 19
  empty although all pairs overlap: 5
largest area error against chords (1000 triples) = 2.1e-09
largest near-tangent area error = 1.0e-16
Empty triple, sigma 0.5, f = (-1,-0.9), g = (-1,0.9): pair areas
  0.06460, 0.06460, 0.11745; common area 0.0
sigma = 0.001: TCC inside 1.000000, edge 0.499894, outside 0.0
Neglected effects: change at hole centre, midway along side
  (in units of the clear-field intensity)
  vector fields in air, unpolarized: -0.0127, +0.0103
  defocus 300 nm: -0.0550, +0.0169
  spherical aberration 0.03 wave rms: -0.0184, +0.0009
  wavelength offset +3 nm: -0.0158, +0.0009
  mask-edge bias 9.1 nm per edge at wafer: -0.0723, -0.0073
  resist blur 30 nm rms: -0.0255, +0.0045
\end{verbatim}
